# Finite-Size Corrections for a Polaron in a Periodic Supercell: a program that tests the result

```python
# Finite-size error of a polaron in a periodic cubic supercell of side L (Q=0 omitted).
# Under test (atomic units, 1/kappa = 1/eps_inf - 1/eps_0, alpha = sc Madelung constant):
#   E_L   = E_iso + alpha/(2 kappa L) - b - c6/L^6 - c9/L^9 + tunnelling, b = 2 pi sigma^2/(3 kappa L^3)
#   eps_L = eps_iso + alpha/(kappa L) + 3 c6/L^6 + 6 c9/L^9 + ...   (beyond 1/L: parabolic band)
# E formation energy = T - W, eps eigenvalue, T band energy, W elastic energy,
# sigma^2 variance of |psi|^2. Reduced units: length kappa/m* bohr, energy m*/kappa^2 Ha.
import numpy as np
from scipy import constants as sc
from scipy.special import erfc
from scipy.fft import dctn, idctn
from scipy.linalg import eigh
from scipy.integrate import dblquad
from scipy.optimize import brentq
pi = np.pi
HA = sc.physical_constants['Hartree energy in eV'][0]
BOHR = sc.physical_constants['Bohr radius'][0] * 1e10

def madelung(sides, scale=1.0):
    # minus the limit of v_periodic(r) - 1/r at r=0, orthorhombic cell, Ewald sum
    a = np.array(sides, float); V = a.prod(); eta = scale * np.sqrt(pi) / V**(1 / 3)
    n = np.arange(-8, 9)
    P = np.array(np.meshgrid(n, n, n)).reshape(3, -1).T
    P = P[np.any(P != 0, axis=1)]
    r = np.linalg.norm(P * a, axis=1); G2 = ((2 * pi * P / a)**2).sum(1)
    return -((erfc(eta * r) / r).sum() + 4 * pi / V * (np.exp(-G2 / (4 * eta**2)) / G2).sum()
             - 2 * eta / np.sqrt(pi) - pi / (eta**2 * V))
alpha = madelung([1, 1, 1])
assert abs(alpha - madelung([1, 1, 1], 1.3)) < 1e-11

# periodic kernel on the z axis by slab-wise summation (L=1), no Ewald splitting
n = np.arange(-70, 71); G = 2 * pi * np.hypot(*np.meshgrid(n, n)).ravel(); G = G[G > 0]
zs = np.linspace(0.1, 0.25, 25)
vz = np.array([2 * pi * (z * z - z + 1 / 6) + (2 * pi / G * (np.exp(-G * z) + np.exp(-G * (1 - z)))
               / (1 - np.exp(-G))).sum() - 1 / z for z in zs])
fit = np.polynomial.Chebyshev.fit(zs**2, vz, 6)
assert abs(fit(0.0) + alpha) < 1e-6 and abs(fit.deriv()(0.0) - 2 * pi / 3) < 1e-4
print(f"alpha: Ewald {alpha:.7f}, slab sum {-fit(0.0):.7f}")
print(f"r^2 coefficient of kernel: slab sum {fit.deriv()(0.0):.5f}, 2pi/3 = {2*pi/3:.5f}")

# mode sum of |g|^2/omega for a random polar model crystal, with and without piezo modes
rng = np.random.default_rng(1); nat = 4; c = 0.7          # c = 4 pi / cell volume
mass = rng.uniform(1, 4, nat); sm = np.repeat(np.sqrt(mass), 3)
tr = np.tile(np.eye(3), (nat, 1)) / np.sqrt(nat); Pj = np.eye(3 * nat) - tr @ tr.T
R = rng.normal(size=(3 * nat, 3 * nat)); D0 = Pj @ (R @ R.T + np.eye(3 * nat)) @ Pj / np.outer(sm, sm)
Z = rng.normal(size=(nat, 3, 3)); Z -= Z.mean(0)
Zm = Z.transpose(1, 0, 2).reshape(3, -1) / sm
A = rng.normal(size=(3, 3)); einf = 2 * np.eye(3) + A @ A.T
w2, ev = np.linalg.eigh(D0); p = Zm @ ev[:, 3:]
e0 = einf + c * (p / w2[3:]) @ p.T
pz = rng.normal(size=(3, 3, 3)); pz = pz + pz.transpose(0, 2, 1)
def mode_sum(D, z, e, skip):
    x2, U = np.linalg.eigh(D + c * np.outer(z, z) / e); w = np.sqrt(x2[skip:])
    g = c * (z @ U[:, skip:]) / (e * np.sqrt(2 * w))
    return (g**2 / w).sum()
for trial in range(5):
    u = rng.normal(size=3); u /= np.linalg.norm(u)
    clamped = c / 2 * (1 / (u @ einf @ u) - 1 / (u @ e0 @ u))
    assert abs(mode_sum(D0, u @ Zm, u @ einf @ u, 3) / clamped - 1) < 1e-9
    vals = []
    for qn in (1e-2, 1e-3):
        q = qn * u; Lam = 2.0 * (q @ q) * np.eye(3) + 3.0 * np.outer(q, q)
        za = np.einsum('i,ijk,k->j', q, pz, q)
        D = np.zeros((3 * nat, 3 * nat)); D[:3, :3] = Lam; D[3:, 3:] = np.diag(w2[3:])
        s = mode_sum(D, np.concatenate([za, q @ p]), q @ einf @ q, 0)
        pred = c / 2 * (1 / (q @ einf @ q) - 1 / (q @ e0 @ q + c * za @ np.linalg.solve(Lam, za)))
        assert abs(s / pred - 1) < 1e-6
        vals.append(s * qn**2)
    assert abs(vals[0] / vals[1] - 1) < 1e-6 and vals[0] > clamped * (1 + 1e-4)
print(f"random crystal, q^2*sum g^2/w (model units): optical {clamped:.6f}, with piezo {vals[0]:.6f}")

# frozen Gaussian density (variance s^2 per axis), L=1: explicit Q sum
s = 0.08; n = np.arange(-16, 17)
Q2 = ((2 * pi * np.array(np.meshgrid(n, n, n)))**2).sum(0).ravel(); Q2 = Q2[Q2 > 0]
Wsum = 2 * pi * (np.exp(-s * s * Q2) / Q2).sum()
Wform = 1 / (2 * s * np.sqrt(pi)) - alpha / 2 + 2 * pi * 3 * s * s / 3
assert abs(Wsum - Wform) < 1e-9
print(f"frozen Gaussian s=0.08 L, W in 1/L: sum {Wsum:.8f}, formula {Wform:.8f}")

# radial Landau-Pekar polaron with pair kernel 1/r + lam r^2, sine basis, reduced units
Rm, Nr = 40.0, 120; h = Rm / Nr; j = np.arange(1, Nr); r = h * j; k = pi * j / Rm
S = np.sqrt(2 / Nr) * np.sin(pi * np.outer(j, j) / Nr); Tm = S @ np.diag(k**2 / 2) @ S
phi = lambda u: (S @ ((S @ (u * u / r)) / k**2) + r / Rm) / r
def radial(lam, u):
    for it in range(800):
        pot = phi(u) + lam * (r**2 + h * (u * u) @ r**2)
        e, v = eigh(Tm - np.diag(pot), subset_by_index=[0, 0])
        v = v[:, 0] * np.sign(v.sum()) / np.sqrt(h); d = np.abs(v - u).max(); u = v
        if d < 1e-11: break
    assert d < 1e-11
    T = h * u @ Tm @ u; W = 0.5 * h * (u * u) @ phi(u); r2 = h * (u * u) @ r**2
    return T - W - lam * r2, e[0], T, W, r2, u
u = r * np.exp(-r**2 / 28); u /= np.sqrt(h * u @ u)
E_iso, e_iso, T_iso, W_iso, sig2, u_iso = radial(0.0, u)
assert abs(T_iso + E_iso) < 1e-9 and abs(e_iso - 3 * E_iso) < 1e-9
dl = 5e-6
m2, m1, p1, p2 = (np.array(radial(x * dl, u_iso)[:2]) for x in (-2, -1, 1, 2))
f0 = np.array([E_iso, e_iso])
d1 = (m2 - 8 * m1 + 8 * p1 - p2) / (12 * dl)
d2 = (-m2 + 16 * m1 - 30 * f0 + 16 * p1 - p2) / (12 * dl**2)
d3 = (p2 - 2 * p1 + 2 * m1 - m2) / (2 * dl**3)
assert abs(d1[0] / sig2 + 1) < 1e-5 and abs(d1[1]) < 1e-4 * sig2
assert d2[0] < 0 and abs(d2[1] / d2[0] + 3) < 3e-3
assert abs(d3[1] / d3[0] + 6) < 0.05              # third-derivative stencil is second order only
c6 = -d2[0] / 2 * (2 * pi / 3)**2; c9 = -d3[0] / 6 * (2 * pi / 3)**3

def periodic(L, M, kin, ker, width, N=1.0):
    # self-consistent solution, 2M points per side, even functions on one octant
    hh = L / (2 * M); x2 = (hh * np.arange(M + 1))**2
    w = np.full(M + 1, 2 * hh); w[[0, -1]] = hh
    wt = w[:, None, None] * w[None, :, None] * w[None, None, :]
    ap = lambda m, f: idctn(m * dctn(f, type=1), type=1)
    f = np.exp(-(x2[:, None, None] + x2[None, :, None] + x2[None, None, :]) / (2 * width**2))
    for it in range(5000):
        f /= np.sqrt((wt * f * f).sum())
        pot = ap(ker, f * f); Tf = ap(kin, f); Hf = Tf - N * pot * f
        eps = (wt * f * Hf).sum(); res = Hf - eps * f
        if np.sqrt((wt * res**2).sum()) < 1e-10: break
        f = f - ap(1 / (kin + max((-N * pot).max() - eps, 0.02)), res)
    else:
        raise AssertionError("no convergence")
    T = (wt * f * Tf).sum(); W = 0.5 * (wt * f * f * pot).sum()
    return N * T - N * N * W, eps, T, W
def pekar(L, M, N=1.0, v0=0.0):
    q2 = (2 * pi * np.arange(M + 1) / L)**2
    K = q2[:, None, None] + q2[None, :, None] + q2[None, None, :]
    ker = 4 * pi / np.where(K > 0, K, 1.0); ker[0, 0, 0] = v0
    return periodic(L, M, K / 2, ker, 3.7, N)

mstar, eps_inf, eps_0 = 1.0, 2.5, 10.0
kinv = 1 / eps_inf - 1 / eps_0; LU = BOHR / (kinv * mstar); EU = HA * mstar * kinv**2
print(f"model: m* = {mstar} m_e, eps_inf = {eps_inf}, eps_0 = {eps_0}, 1/kappa = {kinv:.4f}")
print(f"e^2/(4 pi eps_vac) = {HA*BOHR:.5f} eV A; length unit {LU:.5f} A; energy unit {EU:.5f} eV")
print(f"isolated, reduced units: E {E_iso:.7f}, eps {e_iso:.7f}, sigma^2 {sig2:.4f}")
print(f"isolated: E {E_iso*EU:.6f} eV, eps {e_iso*EU:.6f} eV, T {T_iso*EU:.6f} eV, W {W_iso*EU:.6f} eV")
print(f"isolated: sigma^2 {sig2*LU**2:.3f} A^2, sigma {np.sqrt(sig2)*LU:.3f} A")
print(f"radial r^2 model, eps/E ratios by order: {d1[1]/d1[0]:.5f}, {d2[1]/d2[0]:.4f}, {d3[1]/d3[0]:.3f}")
print(f"c6 {c6*EU*LU**6:.4e} eV A^6, c9 {c9*EU*LU**9:.4e} eV A^9")
rem = {}; sol = {}; dev = {}
for LA, M in ((60.0, 18), (65.0, 18), (70.0, 20), (80.0, 24), (100.0, 30), (120.0, 32)):
    L = LA / LU; E, e, T, W = sol[LA] = pekar(L, M)
    mad = alpha / (2 * L); b = 2 * pi * sig2 / (3 * L**3)
    rE = E - (E_iso + mad - b); re = e - (e_iso + 2 * mad); rem[LA] = rE
    Es, es_, _, _, _, us = radial(2 * pi / (3 * L**3), u_iso)
    dE = E - mad - Es; de = e - 2 * mad - es_; dev[LA] = (dE, de)   # beyond the r^2 kernel
    uR = np.sqrt(2 / Nr) * (S @ us) @ np.sin(k * L / 2)
    tun = -6 * pi * (L / 2) * uR**2 / (4 * pi * (L / 2)**2)         # six nearest images
    if LA <= 70:
        # the estimate uses a spherical tail and omits the l>=4 part of the kernel
        assert 0.7 < dE / tun < 2.0 and de / dE < -10
        print(f"L = {LA:.0f} A tunnelling: E {dE*EU:.3e}, estimate {tun*EU:.3e}, eps {de*EU:.3e} eV, ratio {de/dE:.2f}")
    if LA < 70: continue
    assert rE < 0 and abs(rE) < 0.03 * b          # second order in b/T_iso ~ 1 percent
    assert abs(re) < 0.05 * 2 * b                 # no L^-3 term in the eigenvalue
    assert abs((T - T_iso) / (-2 * b) - 1) < 0.1
    if LA >= 80:
        assert abs(dE) < 0.02 * abs(rE) and abs(de) < (0.05 if LA == 80 else 0.02) * abs(re)
    if LA >= 100:
        assert abs(re / rE + 3) < 0.3
    print(f"L = {LA:.0f} A: E_L {E*EU:.6f}, eps_L {e*EU:.6f}, T {T*EU:.6f}, W {W*EU:.6f} eV")
    print(f"  alpha/2kL {mad*EU:.6f}, alpha/kL {2*mad*EU:.6f}, b {b*EU:.6f} eV")
    print(f"  E_L-mad {(E-mad)*EU:.6f}, E_L-mad+b {(E-mad+b)*EU:.6f}, eps_L-2mad {(e-2*mad)*EU:.6f} eV")
    print(f"  remainders: E {rE*EU:.3e}, eps {re*EU:.3e} eV, ratio {re/rE:.3f}")
    print(f"  -c6/L^6 {-c6/L**6*EU:.3e}, -c9/L^9 {-c9/L**9*EU:.3e} eV")
    print(f"  (eps_L-eps_iso)/(E_L-E_iso) = {(e-e_iso)/(E-E_iso):.4f}; T_L-T_iso {(T-T_iso)*EU:.6f} eV")
gam = np.log(dev[60.0][0] / dev[70.0][0]) / 10.0   # per angstrom
assert 0.35 < gam * LU < np.sqrt(-2 * e_iso) * 1.1
assert abs(dev[65.0][1] / dev[65.0][0] / (3 - gam * 65.0) - 1) < 0.05
print(f"tunnelling decay gamma {gam:.4f} 1/A, sqrt(2|eps_iso|) {np.sqrt(-2*e_iso)/LU:.4f} 1/A, 3-gamma*65A = {3-gam*65:.2f}")
ser = lambda LA: c6 * (LU / LA)**6 + c9 * (LU / LA)**9
assert abs(rem[80.0] / rem[100.0] / (ser(80.0) / ser(100.0)) - 1) < 0.02
assert abs(rem[100.0] / rem[120.0] / 1.2**6 - 1) < 0.05
print(f"remainder ratio 80/100 A: {rem[80.0]/rem[100.0]:.3f}, c6+c9 series {ser(80.0)/ser(100.0):.3f}")
print(f"remainder ratio 100/120 A: {rem[100.0]/rem[120.0]:.3f}, (120/100)^6 = {1.2**6:.3f}")
L = 80.0 / LU; dN = 1e-3
dEdN = (pekar(L, 24, 1 + dN)[0] - pekar(L, 24, 1 - dN)[0]) / (2 * dN)
assert abs(dEdN - sol[80.0][1]) < 1e-6
print(f"L = 80 A: dE/dN {dEdN*EU:.6f} eV; alpha/2kL = {alpha/(2*L)*EU/HA:.6f} hartree")
print(f"L = 80 A: alpha/(2 eps_0 L) {alpha*HA*BOHR/(160*eps_0):.6f}, alpha/(2 eps_inf L) {alpha*HA*BOHR/(160*eps_inf):.6f} eV")

# Q=0 term replaced by the average of 1/q^2 over its cell
Icube = 6 * dblquad(lambda y, x: 0.5 / (0.25 + x * x + y * y), -0.5, 0.5, -0.5, 0.5)[0]
gx, gw = np.polynomial.legendre.leggauss(14)
xs = np.concatenate([o + gx / 6 for o in (-1 / 3, 0, 1 / 3)]); ws = np.tile(gw / 6, 3)
X = np.array(np.meshgrid(xs, xs, xs)); Wg = ws[:, None, None] * ws[None, :, None] * ws[None, None, :]
outer = (Wg / (X**2).sum(0))[np.abs(X).max(0) > 1 / 6].sum()
assert abs(1.5 * outer - Icube) < 1e-6            # central third-cube holds 1/3 of the integral
beta = Icube / pi; beta_s = 12 * pi / (6 * pi**2)**(2 / 3)
Ea, ea = pekar(L, 24, v0=4 * pi * Icube * (L / (2 * pi))**2)[:2]
b = 2 * pi * sig2 / (3 * L**3)
assert abs(Ea - (E_iso + (alpha - beta) / (2 * L) - b)) < 0.03 * b
assert abs(ea - (e_iso + (alpha - beta) / L)) < 0.1 * b
print(f"beta cube {beta:.5f}, sphere {beta_s:.5f}; alpha-beta {alpha-beta:.5f}, {alpha-beta_s:.5f}")
print(f"L = 80 A, cube-averaged Q=0: E {Ea*EU:.6f} eV, eps {ea*EU:.6f} eV")

# size below which the localized state lies above the uniform state (E=0)
Lc = brentq(lambda x: E_iso + alpha / (2 * x) - 2 * pi * sig2 / (3 * x**3), 20, 40)
Elo, Ehi = pekar(0.95 * Lc, 12)[0], pekar(1.05 * Lc, 14)[0]
assert Elo > 0 > Ehi
print(f"L_c estimate {Lc*LU:.2f} A; E at 0.95 L_c {Elo*EU:.5f}, at 1.05 L_c {Ehi*EU:.5f} eV")

# tight-binding band, anisotropic tensors, lattice constant 1, hopping 0.05 (model units)
ei, es = np.array([2., 2., 3.]), np.array([6., 6., 12.]); rows = []; Ls = np.array([16, 20, 24, 32])
for Ln in Ls:
    M = int(Ln) // 2; q2 = 2 * (1 - np.cos(2 * pi * np.arange(M + 1) / Ln))
    quad = lambda t: t[0] * q2[:, None, None] + t[1] * q2[None, :, None] + t[2] * q2[None, None, :]
    a1, a2 = quad(ei), quad(es); a1[0, 0, 0] = a2[0, 0, 0] = 1.0
    rows.append(periodic(float(Ln), M, 0.05 * quad(np.ones(3)), 4 * pi * (1 / a1 - 1 / a2), 1.0)[:2])
rows = np.array(rows); assert (rows[:, 0] < -0.01).all()
co = np.linalg.solve(np.array([Ls**0.0, 1.0 / Ls, 1.0 / Ls**3, 1.0 / Ls**5]).T, rows)
mu = lambda t: madelung(1 / np.sqrt(t)) / np.sqrt(t.prod())
pred = mu(ei) - mu(es)
assert abs(co[1, 0] / (pred / 2) - 1) < 1e-3 and abs(co[1, 1] / pred - 1) < 1e-3
print("lattice test: eps_inf = (2,2,3), eps_0 = (6,6,12), hopping 0.05, L = 16,20,24,32 (model units)")
print(f"  mu[eps_inf] {mu(ei):.6f}, mu[eps_0] {mu(es):.6f}, half difference {pred/2:.6f}")
print(f"  fitted 1/L slopes: E {co[1,0]:.6f}, eps {co[1,1]:.6f}, ratio {co[1,1]/co[1,0]:.5f}")
print("finished without a failed check")
```

Output:

```
alpha: Ewald 2.8372975, slab sum 2.8372975
r^2 coefficient of kernel: slab sum 2.09440, 2pi/3 = 2.09440
random crystal, q^2*sum g^2/w (model units): optical 0.008765, with piezo 0.016197
frozen Gaussian s=0.08 L, W in 1/L: sum 2.14774854, formula 2.14774854
model: m* = 1.0 m_e, eps_inf = 2.5, eps_0 = 10.0, 1/kappa = 0.3000
e^2/(4 pi eps_vac) = 14.39965 eV A; length unit 1.76392 A; energy unit 2.44902 eV
isolated, reduced units: E -0.0542564, eps -0.1627692, sigma^2 21.4852
isolated: E -0.132875 eV, eps -0.398626 eV, T 0.132875 eV, W 0.265751 eV
isolated: sigma^2 66.850 A^2, sigma 8.176 A
radial r^2 model, eps/E ratios by order: 0.00000, -3.0000, -6.004
c6 2.9331e+06 eV A^6, c9 4.3692e+10 eV A^9
L = 60 A tunnelling: E -7.707e-06, estimate -7.290e-06, eps 1.090e-04 eV, ratio -14.14
L = 65 A tunnelling: E -1.845e-06, estimate -1.726e-06, eps 2.876e-05 eV, ratio -15.58
L = 70 A tunnelling: E -4.429e-07, estimate -4.049e-07, eps 7.494e-06 eV, ratio -16.92
L = 70 A: E_L -0.047116, eps_L -0.223439, T 0.129206, W 0.176322 eV
  alpha/2kL 0.087549, alpha/kL 0.175097, b 0.001763 eV
  E_L-mad -0.134665, E_L-mad+b -0.132902, eps_L-2mad -0.398536 eV
  remainders: E -2.653e-05, eps 8.947e-05 eV, ratio -3.372
  -c6/L^6 -2.493e-05, -c9/L^9 -1.083e-06 eV
  (eps_L-eps_iso)/(E_L-E_iso) = 2.0428; T_L-T_iso -0.003669 eV
L = 80 A: E_L -0.057463, eps_L -0.245379, T 0.130453, W 0.187916 eV
  alpha/2kL 0.076605, alpha/kL 0.153210, b 0.001181 eV
  E_L-mad -0.134068, E_L-mad+b -0.132887, eps_L-2mad -0.398590 eV
  remainders: E -1.156e-05, eps 3.616e-05 eV, ratio -3.129
  -c6/L^6 -1.119e-05, -c9/L^9 -3.255e-07 eV
  (eps_L-eps_iso)/(E_L-E_iso) = 2.0321; T_L-T_iso -0.002422 eV
L = 100 A: E_L -0.072199, eps_L -0.276049, T 0.131651, W 0.203850 eV
  alpha/2kL 0.061284, alpha/kL 0.122568, b 0.000605 eV
  E_L-mad -0.133483, E_L-mad+b -0.132878, eps_L-2mad -0.398617 eV
  remainders: E -2.978e-06, eps 9.075e-06 eV, ratio -3.047
  -c6/L^6 -2.933e-06, -c9/L^9 -4.369e-08 eV
  (eps_L-eps_iso)/(E_L-E_iso) = 2.0202; T_L-T_iso -0.001225 eV
L = 120 A: E_L -0.082156, eps_L -0.296483, T 0.132170, W 0.214326 eV
  alpha/2kL 0.051070, alpha/kL 0.102140, b 0.000350 eV
  E_L-mad -0.133226, E_L-mad+b -0.132876, eps_L-2mad -0.398623 eV
  remainders: E -9.909e-07, eps 2.999e-06 eV, ratio -3.027
  -c6/L^6 -9.823e-07, -c9/L^9 -8.468e-09 eV
  (eps_L-eps_iso)/(E_L-E_iso) = 2.0139; T_L-T_iso -0.000705 eV
tunnelling decay gamma 0.2857 1/A, sqrt(2|eps_iso|) 0.3235 1/A, 3-gamma*65A = -15.57
remainder ratio 80/100 A: 3.880, c6+c9 series 3.868
remainder ratio 100/120 A: 3.006, (120/100)^6 = 2.986
L = 80 A: dE/dN -0.245380 eV; alpha/2kL = 0.002815 hartree
L = 80 A: alpha/(2 eps_0 L) 0.025535, alpha/(2 eps_inf L) 0.102140 eV
beta cube 2.44275, sphere 2.48140; alpha-beta 0.39455, 0.35590
L = 80 A, cube-averaged Q=0: E -0.123416 eV, eps -0.377285 eV
L_c estimate 43.74 A; E at 0.95 L_c 0.00363, at 1.05 L_c -0.00651 eV
lattice test: eps_inf = (2,2,3), eps_0 = (6,6,12), hopping 0.05, L = 16,20,24,32 (model units)
  mu[eps_inf] 1.222055, mu[eps_0] 0.359807, half difference 0.431124
  fitted 1/L slopes: E 0.431123, eps 0.862247, ratio 2.00000
finished without a failed check
```
